# Dynamical and static charge of a stretched two-site dimer

## The problem

A crystal is built of identical dimers, all pointing along $x$, with no electron hopping between one dimer and the next. In each dimer an anion site B sits at $x=0$ and a cation site A at $x=d$. Each site has one orbital, with energy $-\Delta$ on B and $+\Delta$ on A, where $\Delta>0$ does not depend on $d$. The hopping element between them is $-t(d)$, with

$$t(d)=t_0\,e^{-(d-d_0)/\lambda}.$$

Two electrons of opposite spin occupy the lower orbital of the dimer. Each core has charge $+e$, so a site holding one electron is neutral. The site orbitals are orthonormal, the position operator is diagonal in them, and the electrons do not interact.

The parameters are $d_0=0.20$ nm, $\lambda=0.05$ nm, $t_0=1.8$ eV and $\Delta=2.4$ eV. There is one dimer in each cubic cell of edge $a=0.50$ nm.

(a) Find the static charge $Q$ of the cation at $d=d_0$.

(b) Find the dynamical charge $Z^*=dp/dd$, where $p$ is the dipole moment of a dimer. Both charges are measured in coulombs or in units of $e$.

(c) Every dimer is stretched by $0.005$ nm while the cell is held fixed. By how much does the polarization change?

## A tempting solution

The Hamiltonian in the basis (B, A) is

$$H=\begin{pmatrix}-\Delta&-t\\-t&\Delta\end{pmatrix}.$$

It is real and symmetric, so its lowest eigenvector can be taken real, with amplitudes $c_B=\cos\theta$ and $c_A=\sin\theta$. The energy of this state is

$$-\Delta(\cos^2\theta-\sin^2\theta)-2t\sin\theta\cos\theta=-\Delta\cos2\theta-t\sin2\theta .$$

This is minus the scalar product of the vector $(\Delta,t)$ with the unit vector $(\cos2\theta,\sin2\theta)$. It is lowest when the two are parallel:

$$\cos2\theta=\frac{\Delta}{W}\equiv q,\qquad \sin2\theta=\frac{t}{W},\qquad W=\sqrt{\Delta^2+t^2}.$$

The energy is then $-W$. Two electrons give the populations

$$n_B=2\cos^2\theta=1+q,\qquad n_A=2\sin^2\theta=1-q .$$

The cation has charge $Q=e-en_A=eq$, and the anion has $-eq$. With the given numbers $W=\sqrt{2.4^2+1.8^2}=3.0$ eV, so $q=2.4/3.0=0.80$ and $Q=0.80\,e$.

The dipole is the sum of charge times position,

$$p=Q\,d .$$

The solution now continues: "The cation carries the charge $Q$. Moving it by $\delta$ changes the dipole by $Q\delta$, so $Z^*=Q=0.80\,e$. For $\delta=0.005$ nm the dipole changes by $0.0040\,e\,$nm. Dividing by the cell volume $0.125\ \mathrm{nm^3}$ gives $0.032\,e/\mathrm{nm^2}$, which is $0.51\ \mathrm{\mu C/cm^2}$."

## Where it fails

Part (a) is correct, and so is $p=Qd$. The fault is in the differentiation, which treats $Q$ as a constant label attached to the cation. But $Q$ was computed from $t$, and $t$ depends on $d$.

Repeating the calculation of part (a) at the stretched length exposes the contradiction. At $d=0.205$ nm the hopping is smaller and the static charge is $0.8275\,e$, not $0.80\,e$. About $0.0275$ of an electron has left the cation for the anion. That is a small number, but those electrons have crossed the whole bond, about $0.2$ nm, whereas the charge $0.80\,e$ has been carried through just $0.005$ nm. The two contributions to the dipole are therefore of similar size, and the tempting solution has dropped one of them.

## The right solution

**The derivative.** The product rule gives

$$Z^*=\frac{d(Qd)}{dd}=Q+d\,\frac{dQ}{dd}.$$

The first term is rigid transport of the existing charge, and the second is transfer of charge between the sites. Since $q=\Delta W^{-1}$ and $\Delta$ is fixed,

$$\frac{dq}{dd}=-\frac{\Delta}{W^2}\frac{dW}{dd},\qquad \frac{dW}{dd}=\frac{t}{W}\frac{dt}{dd},$$

and therefore

$$\frac{dq}{dd}=-\frac{\Delta\,t}{W^3}\frac{dt}{dd}.$$

The decay of the hopping is conveniently measured by the dimensionless number

$$\beta=-\frac{d\ln t}{d\ln d}=-\frac{d}{t}\frac{dt}{dd},$$

which equals $d/\lambda$ for the exponential law. Substituting $dt/dd=-\beta t/d$ turns the minus sign into a plus:

$$\frac{dq}{dd}=\frac{\beta}{d}\,\frac{\Delta}{W}\,\frac{t^2}{W^2}=\frac{\beta}{d}\,q(1-q^2).$$

The last step uses $t^2/W^2=1-\Delta^2/W^2=1-q^2$. Hence

$$\boxed{Z^*=Q+e\beta q(1-q^2),\qquad \frac{Z^*}{Q}=1+\beta(1-q^2).}$$

For $\Delta>0$ and $t>0$ we have $0<q<1$. With $\beta>0$ the transfer term is then positive, so $Z^*>Q$.

**Part (b).** Here $\beta=0.20/0.05=4$. The transfer term is $4\times0.80\times(1-0.64)\,e=1.152\,e$, so

$$Z^*=0.80\,e+1.152\,e\approx1.95\,e=3.13\times10^{-19}\ \mathrm{C},$$

which is $2.44$ times $Q$. The result is larger than $e$, although no static charge in this model can exceed $e$. There is no conflict, because $Z^*$ is a rate of change of a dipole and does not count charge residing on an atom.

**Part (c).** Let $Q_0,d_0$ and $Q_1,d_1$ be the values before and after the stretch, with $\delta=d_1-d_0$. Adding and subtracting $Q_0d_1$ gives an identity for the finite change:

$$Q_1d_1-Q_0d_0=Q_0\,\delta+d_1(Q_1-Q_0).$$

The rigid part is $0.80\times0.005=0.0040\,e\,$nm, and the transfer part is $0.205\times0.0275=0.0056\,e\,$nm. Divided by the volume, these are $0.51$ and $0.72\ \mathrm{\mu C/cm^2}$. The polarization rises from $20.51$ to $21.74\ \mathrm{\mu C/cm^2}$, a change of

$$\Delta P\approx1.23\ \mathrm{\mu C/cm^2}.$$

The tempting answer accounts for about 42% of this. The linear estimate $Z^*\delta/a^3$ gives $1.25\ \mathrm{\mu C/cm^2}$, which is 1.4% above the finite change.

## Is this the polarization of the crystal?

In a periodic solid the electronic polarization is defined through a Berry phase, and it should be shown that $p=Qd$ agrees with that definition. Without hopping between dimers, a Bloch state is a sum of identical dimer orbitals with phases $e^{ikR}$, where $R$ labels the cell. Its cell-periodic part $u_k=e^{-ikx}\psi_k$ has the site amplitudes $c_je^{-ikx_j}$, with $x_B=0$ and $x_A=d$. The Berry phase is

$$\phi=\int_0^{2\pi/a}i\langle u_k|\partial_ku_k\rangle\,dk=\int_0^{2\pi/a}\sum_j i(-ix_j)c_j^2\,dk=\frac{2\pi}{a}\sum_jc_j^2x_j=\frac{2\pi}{a}\,\frac{n_A}{2}\,d .$$

The core on A contributes $ed$, and the two electrons contribute $-2e$ times their mean position $a\phi/2\pi$:

$$p=ed-2e\,\frac{a\phi}{2\pi}=ed-en_Ad=eqd=Qd .$$

A phase is defined up to $2\pi$, so the electronic part of $p$ is defined up to $2ea$, and that of $P$ up to $2e/a^2=128\ \mathrm{\mu C/cm^2}$. The core on A may also be assigned to a neighbouring cell, which shifts $p$ by $ea$, so the total $P$ is defined only up to $e/a^2$, half as much. These ambiguities drop out of $Z^*$, because the same core and the same branch of the phase are followed throughout the stretch.

The Berry phase also allows the cause of the excess to be isolated. Its numerical derivative with $t$ following the bond length is $1.952\,e$. When the cation is moved but $t$ is held at $1.8$ eV, the derivative falls to $0.800\,e$, the static charge. In this model the whole excess comes from the change of hopping.

## Watching the electrons cross

The transfer can be followed in time. Let the bond be stretched slowly, and let $\tau$ denote time. The first row of the Schrödinger equation, $i\hbar\,\dot c_B=-\Delta c_B-tc_A$, gives

$$\dot c_B=\frac{i}{\hbar}(\Delta c_B+tc_A).$$

The population of B, counting both spins, changes at the rate

$$\frac{dn_B}{d\tau}=4\,\mathrm{Re}(c_B^*\dot c_B)=4\,\mathrm{Re}\!\left[\frac{i}{\hbar}\left(\Delta|c_B|^2+t\,c_B^*c_A\right)\right]=-\frac{4t}{\hbar}\,\mathrm{Im}(c_B^*c_A).$$

The term with $\Delta$ drops out because $i\Delta|c_B|^2$ is purely imaginary. In the stationary ground state both amplitudes can be taken real, so no current flows. During the stretch a small relative phase develops and drives a current through the bond.

For a smooth stretch from $0.20$ to $0.21$ nm in $50$ fs, the integrated current carries $0.05217$ electrons into B. The static formula gives the same rise of $Q/e$, $0.05217$. Electrons move towards $-x$, and since they are negative this increases a dipole that points towards $+x$. Rigid transport and transfer therefore add.

## Limits and dependence on bond length

If $\Delta\ll t$, the bond is nearly covalent and $q\approx\Delta/t$. Both charges vanish as $\Delta\to0$, but their ratio tends to $1+\beta$. At $\Delta=0.01$ eV, with the other parameters unchanged, the ratio is $5.000$. At $\Delta=0$ both charges are zero and the inequality becomes an equality.

If $\Delta\gg t$, then $q\to1$. Almost no electrons are left on the cation to transfer, and both $Q$ and $Z^*$ tend to $e$. At $\Delta=50$ eV the ratio is $1.005$.

For fixed $\beta$ the transfer term is largest where $d(q-q^3)/dq=1-3q^2=0$, at $q=1/\sqrt3\approx0.58$. The excess thus belongs to bonds of intermediate ionicity. Stretching the model dimer takes it through this range:

| $d$ (nm) | $t$ (eV) | $Q/e$ | $Z^*/e$ |
|---|---|---|---|
| 0.16 | 4.006 | 0.514 | 1.724 |
| 0.20 | 1.800 | 0.800 | 1.952 |
| 0.24 | 0.809 | 0.948 | 1.412 |
| 0.30 | 0.244 | 0.995 | 1.056 |

The static charge rises steadily, while $Z^*$ is largest at $0.20$ nm among these four lengths. Along the stretch $\beta=d/\lambda$ is not fixed but grows, so the transfer term peaks at $q\approx0.65$ ($d\approx0.178$ nm) rather than at $0.58$, and $Z^*$ itself peaks at $2.02\,e$ near $0.187$ nm. By $0.30$ nm the transfer is nearly complete, and the anion and cation move almost as rigid charges $\mp e$.

## When the inequality fails

Decaying hopping is not sufficient by itself. Suppose $\Delta$ also varies with $d$. Since $q$ depends only on $r=\Delta/t$, through $q=r/\sqrt{1+r^2}$,

$$\frac{dq}{d\ln r}=\frac{r}{(1+r^2)^{3/2}}=q(1-q^2),$$

and the same product rule gives

$$\frac{Z^*}{Q}=1+(1-q^2)\left(\beta+\frac{d\ln\Delta}{d\ln d}\right).$$

The condition for $Z^*>Q$ is that $\Delta/t$ grows on stretching. If $\Delta\propto d^{-5}$, with the same value at $0.20$ nm, then $Z^*=0.80\,e\,[1+0.36\,(4-5)]=0.51\,e$, which is less than $Q$. Electrons then return to the cation.

Repulsion between the electrons can have the same effect. Let two electrons on one site cost an extra energy $U$. The state with both on B has energy $-2\Delta+U$, and the state with one on each site has energy zero. If $U>2\Delta$, the neutral state is the lower one once hopping has died out, so a long stretch must end with neutral atoms. For $U=8$ eV and the other parameters unchanged, the full two-electron calculation gives $Q=0.18\,e$ and $Z^*=-0.24\,e$ at $0.20$ nm. The dipole shrinks as the bond lengthens.

## Beside a real oxide

The parameters lie roughly in the regime of a metal–oxygen bond in hafnia, whose bond length is about $0.2$ nm and whose gap is about $6$ eV; the orbital gap here is $2W=6.0$ eV. The polarization near $20\ \mathrm{\mu C/cm^2}$ is of the order found in ferroelectric hafnia films, but here it follows from the chosen cell size and is not a prediction. The assumption most plainly broken is isolation, since each hafnium atom is bonded to several oxygen atoms. Hopping of $0.24$ eV between neighbouring dimers along $x$ raises $Z^*$ from $1.95\,e$ to $2.01\,e$ if it follows the same exponential law and so grows as the gap between dimers closes; held constant, it gives $1.97\,e$. The electric field of the other dimers matters more if it is left unscreened, as in the next two estimates. Treated crudely as point dipoles on a cubic lattice at zero macroscopic field, they produce $77$ MV/cm at each dimer. This field grows as all the dimers stretch together, and it raises $Z^*$ to $2.31\,e$ when the total $\Delta$ at $0.20$ nm is kept at $2.4$ eV. The dipoles are not short compared with their spacing, so this estimate is low: with the charges $\pm Q$ placed on the actual sites, the mean field along the bond is $97$ MV/cm and $Z^*$ is $2.48\,e$. Both fields are those of bare charges in vacuum, and in an oxide the electrons left out of the model would screen them. Dividing the fields by an assumed factor of 5 gives $15$ and $19$ MV/cm, with $Z^*=2.017\,e$ and $2.045\,e$, close to the effect of hopping between dimers.

Other omissions act within the dimer. With an assumed $U=6$ eV and an attraction between the site charges screened by a factor of 5, $Z^*$ becomes $1.69\,e$; here $\Delta$ has been readjusted to keep $Q=0.80\,e$. An assumed off-diagonal position element of $0.01$ nm, held constant during the stretch, changes $Z^*$ by $0.15\,e$; if it decays with bond length as the hopping does, the change is $0.39\,e$. In both cases the sign of the change depends on the sign of the element. An applied field of $3$ MV/cm along the dipole gives $1.946\,e$, and the gap is 232 times $k_BT$ at $300$ K, so both of these are minor. Taken one at a time, these estimates move $Z^*$ by up to about 27%, the largest shift being that of the unscreened field, and leave it well above $Q$. They have not been combined, and they do not make the dimer a model of hafnia.

The numerical output below lists these values, except those for charges on the actual sites, for screened fields, for constant hopping between dimers, for a decaying position element and for the peaks along the stretch, with $D$ written for $\Delta$. The polarization quantum printed there is that of the electronic part, $2e/a^2$.

## Computed values

```
bond length d = 0.20 nm, decay length = 0.05 nm
half splitting D = 2.4 eV, hopping t = 1.8 eV
cubic cell edge = 0.50 nm, volume = 0.125 nm^3
orbital gap = 6.00 eV, beta = 4.00
electrons on anion = 1.800, on cation = 0.200
static charge Q = 0.800 e
transfer term = 1.152 e
dynamical charge Z* = 1.952 e = 3.127e-19 C
ratio Z*/Q = 2.440
Berry phase: dipole = 0.1600 e nm, Z* = 1.952 e
Berry phase, hopping frozen: Z* = 0.800 e
bond length (nm), t (eV), Q (e), Z* (e):
  0.16  4.006  0.514  1.724
  0.20  1.800  0.800  1.952
  0.24  0.809  0.948  1.412
  0.30  0.244  0.995  1.056
slow stretch 0.20 to 0.21 nm in 50 fs:
  electrons through bond = 0.05217
  rise of Q/e by formula = 0.05217
Z*/Q at D = 0.01 eV: 5.000; at D = 50 eV: 1.005
stretch of 0.005 nm: Q becomes 0.8275 e
  P before = 20.51, after = 21.74 uC/cm^2
  change of P = 1.234 uC/cm^2
  rigid part = 0.513, transfer part = 0.721 uC/cm^2
  linear estimate from Z* = 1.251 uC/cm^2
polarization quantum = 128.2 uC/cm^2
cases where the order is reversed:
  D falling as d^-5: Q = 0.800 e, Z* = 0.512 e
  U = 8 eV: Q = 0.180 e, Z* = -0.244 e
size of neglected effects:
  hopping between dimers = 0.244 eV
    Q = 0.799 e, Z* = 2.010 e
  field of other dimers = 77.2 MV/cm
    its share of D = 0.772 eV, Z* = 2.312 e
  repulsion U = 6 eV, screening constant = 5
    D for same Q = 4.424 eV, Z* = 1.689 e
  position element 0.01 nm: |change of Z*| = 0.154 e
  applied field 3 MV/cm: Z* = 1.946 e
  gap / kT at 300 K = 232
```
